# Core Photoelectrons from a Coated Sphere and the Planar Thickness Error

## The transmission of a coated sphere

Take a large sphere of radius $R$ covered by a uniform skin of thickness $t$, so thin that it removes very few of the electrons that cross it. A distant analyser looks at the sphere from one side and collects photoelectrons that started in the core. How much of the skin does an average detected electron cross?

The detected rays are parallel, and together they fill a disc of area $\pi R^2$. The skin they cross is the half that faces the analyser, with volume $2\pi R^2t$. The mean length of skin along a ray is the volume crossed divided by the cross-section of the bundle of rays:

$$
\langle s\rangle=\frac{2\pi R^2t}{\pi R^2}=2t .
$$

If a short length $s$ of skin removes the fraction $s/L$ of the electrons, the core signal falls by the fraction $2t/L$. The same skin on a flat plate viewed along its normal has path $t$ and removes $t/L$. Someone who measures the loss on the sphere and interprets it with the plate formula therefore reports $2t$.

The factor of two is thus the ratio of the area of a hemisphere to the area of its projection. The argument has assumed weak attenuation along every ray. Near the rim of the disc the rays cross the skin obliquely and their paths are long, so this assumption fails there first. A treatment valid for any ratio of $t$ to $L$ must keep the full exponential attenuation of each ray.

Let $L$ be the attenuation length of the chosen core line in the shell material, and $L_c$ that of the same line in the core. In the straight-line model an electron survives a path $s$ in the shell, without losing the energy that identifies it, with probability $e^{-s/L}$. Elastic deflection is left out for now. Both materials are homogeneous, the shell is uniform, and the interface is sharp. The sphere is large in the sense that $R$ greatly exceeds $t$, $L$ and $L_c$. Lengths will be given in nanometres, but the main formulas contain only their ratios.

The X-rays must reach the whole visible hemisphere with equal flux. This is a separate condition from the size of the sphere, because a large sphere can be opaque to X-rays and cast a shadow on itself. I take a single source close to the analyser axis, so that the lit and visible hemispheres coincide. The rate of photoemission per unit volume is the X-ray flux times the density of atoms and their cross-section. It does not depend on the inclination of the nearby surface.

Photoemission is in general anisotropic: its strength depends on the angle between the X-rays and the emitted electron. Here the source direction and the detected direction are the same for every point of the sphere. The anisotropy is then a common factor, and it cancels when the coated sphere is compared with the bare one.

Let $\mathbf a$ be the unit vector towards the analyser and $\mathbf n$ the outward normal at a point of the core surface. Their scalar product is

$$
\mu=\mathbf n\cdot\mathbf a=\cos\theta ,
$$

where $\theta$ is the local emission angle, measured from the normal. The visible hemisphere has $0<\mu\le1$. A ring between $\theta$ and $\theta+d\theta$ has circumference $2\pi R\sin\theta$ and width $R\,d\theta$. Since $|d\mu|=\sin\theta\,d\theta$, its area is $2\pi R^2\,d\mu$, with $d\mu$ taken positive. Seen from the analyser this area is foreshortened by the factor $\mu$:

$$
dA=2\pi R^2\mu\,d\mu,\qquad \int_0^1 2\pi R^2\mu\,d\mu=\pi R^2 .
$$

The second relation confirms that the rings fill the visible disc.

Consider the bare sphere and one ray that leaves the core at $\mu$. The chord of the core along this ray has length $2\mu R$. Let $C$ be the detected emission per unit volume before attenuation. The signal per unit projected area is

$$
C\int_0^{2\mu R}e^{-s/L_c}\,ds=CL_c\left(1-e^{-2\mu R/L_c}\right).
$$

The last exponential matters only in a narrow zone at the rim, where the chord is not long compared with $L_c$. Its share of the whole signal is bounded by

$$
\int_0^1 2\mu\,e^{-2\mu R/L_c}\,d\mu<\int_0^\infty2\mu\,e^{-2\mu R/L_c}\,d\mu=\frac{L_c^2}{2R^2},
$$

which vanishes for a large sphere. The signal per unit projected area is then $CL_c$ over the whole disc. An oblique ray draws its electrons from a shallower layer, but it has the same effective length of core behind it. The bare signal is

$$
I_0=\pi R^2CL_c .
$$

Now add the shell. Over the short distance that matters it is locally a flat slab, and a ray at angle $\theta$ to its normal crosses it over the length $t/\mu$. The core signal of each ring is multiplied by $e^{-t/(L\mu)}$. With $x=t/L$, the transmission $T$, defined as the core signal of the coated sphere divided by that of the bare one, is

$$
T(x)=\frac{1}{\pi R^2CL_c}\int_0^1 CL_c\,e^{-x/\mu}\,2\pi R^2\mu\,d\mu
=\int_0^1 2\mu\,e^{-x/\mu}\,d\mu .
$$

Substitute $u=1/\mu$. Then $\mu=1/u$ and $d\mu=-du/u^2$, while the limits $\mu=0$ and $\mu=1$ become $u=\infty$ and $u=1$. The minus sign reverses the limits:

$$
T(x)=2\int_1^\infty\frac{e^{-xu}}{u^3}\,du=2E_3(x),\qquad
E_n(x)=\int_1^\infty\frac{e^{-xu}}{u^n}\,du .
$$

This is the required transmission. The core attenuation length has dropped out, as it does for a flat plate.

To use the result one needs a way to evaluate it. Integrate $E_{n+1}$ by parts, integrating $u^{-n-1}$ and differentiating the exponential:

$$
E_{n+1}(x)=\left[-\frac{e^{-xu}}{n\,u^n}\right]_1^\infty-\frac{x}{n}\int_1^\infty\frac{e^{-xu}}{u^n}\,du
=\frac{e^{-x}-xE_n(x)}{n}.
$$

For $n=2$ and $n=1$ this gives

$$
2E_3=e^{-x}-xE_2,\qquad E_2=e^{-x}-xE_1,
$$

and together

$$
T=(1-x)e^{-x}+x^2E_1(x).
$$

It remains to find $E_1$ at small $x$. With $v=xu$ it becomes $\int_x^\infty e^{-v}v^{-1}dv$. Split this integral at $v=1$, and below 1 write $e^{-v}=1-(1-e^{-v})$:

$$
E_1(x)=-\ln x+K+\int_0^x\frac{1-e^{-v}}{v}\,dv,
$$

$$
K=\int_1^\infty\frac{e^{-v}}{v}\,dv-\int_0^1\frac{1-e^{-v}}{v}\,dv .
$$

The constant $K$ is $-\gamma$, where Euler's constant is $\gamma=-\int_0^\infty e^{-v}\ln v\,dv=0.57722$. To see this, integrate $e^{-v}\ln v$ by parts on each side of $v=1$. Below 1 use $1-e^{-v}$ as the integral of $e^{-v}$, and above 1 use $-e^{-v}$. All boundary terms vanish, and the two remaining integrals are those in $K$. Expanding the last integrand in powers of $v$ gives

$$
E_1(x)=-\gamma-\ln x+x-\frac{x^2}{4}+\frac{x^3}{18}-\cdots .
$$

The other part of $T$ has the expansion

$$
(1-x)\left(1-x+\frac{x^2}{2}-\cdots\right)=1-2x+\frac32x^2+O(x^3),
$$

so that

$$
T=1-2x+x^2\left(\frac32-\gamma-\ln x\right)+O(x^3).
$$

The linear term is the loss $2t/L$ found at the start.

For a flat plate viewed along its normal the transmission is $e^{-t/L}$. The planar equation inverts this relation. Applied to the signal of the sphere, it returns an apparent thickness

$$
t_p=-L\ln T .
$$

Write $T=1-y$, with $y=2x-x^2(3/2-\gamma-\ln x)+O(x^3)$. Then $-\ln T=y+y^2/2+O(y^3)$, and $y^2/2=2x^2$ to second order in $x$, apart from terms of order $x^3|\ln x|$. Adding the two contributions gives

$$
-\ln T=2x+x^2\left(\ln x+\gamma+\frac12\right)+O(x^3|\ln x|).
$$

Division by $x$ yields the factor by which the planar equation overestimates the shell:

$$
F(x)=\frac{t_p}{t}=2+x\left(\ln x+\gamma+\frac12\right)+O(x^2|\ln x|).
$$

Thus $F\to2$ as $x\to0$. The value 2 is a limit, and the correction to it is negative for small $x$.

The logarithm comes from the rim. If one expanded $e^{-x/\mu}$ under the integral, the second-order term would be $x^2\int_0^1d\mu/\mu$, which diverges at $\mu=0$. The expansion is invalid where $\mu$ is smaller than about $x$, because those rays are already strongly attenuated. Cutting the integral off at $\mu=x$ gives $-x^2\ln x$, the logarithmic term in $T$. A ray that is already dark cannot lose more signal, so the long paths at the rim count for less than in the thin-shell average.

The behaviour at all thicknesses follows from $g(x)=-\ln T(x)$. Differentiating the integral for $T$ gives

$$
g'=-\frac{T'}{T}=\frac{\int_0^1 2e^{-x/\mu}\,d\mu}{\int_0^1 2\mu e^{-x/\mu}\,d\mu}
=\frac{E_2(x)}{E_3(x)}=\left\langle\frac1\mu\right\rangle_x .
$$

The average is taken over the transmitted core signal, with weight $2\mu e^{-x/\mu}$. A second differentiation gives

$$
g''=-\frac{T''}{T}+\left(\frac{T'}{T}\right)^2
=-\left\langle\frac1{\mu^2}\right\rangle_x+\left\langle\frac1\mu\right\rangle_x^2<0 ,
$$

which is minus the variance of $1/\mu$. As the shell thickens, the transmitted signal shifts towards the centre of the disc, and the mean of $1/\mu$ falls.

Since $g(0)=0$, the factor is

$$
F(x)=\frac{g(x)}{x}=\frac1x\int_0^xg'(z)\,dz ,
$$

the average of a decreasing function from 0 to $x$. It therefore decreases too. At $x=0$ the integrals give $g'=1/(1/2)=2$. At any finite $x$ the mean of $1/\mu$ exceeds 1, because $\mu<1$ everywhere except at the centre of the disc. Hence $1<F<2$ for every finite positive $x$.

For a thick shell put $u=1+w$:

$$
E_3(x)=e^{-x}\int_0^\infty\frac{e^{-xw}}{(1+w)^3}\,dw .
$$

Only small $w$ contributes when $x$ is large. There $(1+w)^{-3}$ agrees with $e^{-3w}$ through first order, so the integral is $1/(x+3)$ with a relative error of order $x^{-2}$. Therefore

$$
F(x)\simeq1+\frac1x\ln\frac{x+3}{2}\qquad(x\gg1).
$$

The ratio tends to 1, but the difference $t_p-t\simeq L\ln[(x+3)/2]$ keeps growing. The relative error of the planar equation disappears with thickness, while the absolute error does not.

## The planar error and a coated nickel grain

The first half considered a sphere of radius $R$ with a shell of thickness $t$. The core line has attenuation length $L$ in the shell and $L_c$ in the core, and $x=t/L$. The cosine between the local normal and the analyser axis is $\mu$. For straight paths, a large sphere and an evenly lit visible hemisphere, the core transmission is

$$
T=\int_0^1 2\mu e^{-x/\mu}\,d\mu=2E_3(x)=e^{-x}-xE_2(x),\qquad E_2=e^{-x}-xE_1 .
$$

The planar equation returns $t_p=-L\ln T$. The factor $F=t_p/t$ falls from 2 for a vanishing shell towards 1 for a very thick one. Its course is slow:

| $t/L$ | $T$ | $F$ |
|---|---|---|
| 0.01 | 0.98055 | 1.964 |
| 0.1 | 0.83258 | 1.832 |
| 0.5 | 0.44321 | 1.627 |
| 1 | 0.21938 | 1.517 |
| 3 | 0.01786 | 1.342 |

A common emission angle $\alpha$ inserted in the planar equation replaces $t$ by $t/\cos\alpha$. It repairs the result if $1/\cos\alpha=F$. In the thin limit this means $\cos\alpha=1/2$, or $\alpha=60^\circ$. At $t/L=1$ it means $\cos\alpha=1/1.517=0.659$, or about $49^\circ$. A single angle therefore cannot serve for all thicknesses.

As an example take a nickel grain of radius 1000 nm, covered by one layer of graphene. The layer is treated as a continuous film of thickness $t=0.34$ nm, roughly the spacing of layers in graphite. Rough attenuation lengths are $L=1.7$ nm for the nickel line in carbon and $L_c=1.1$ nm for the same line in nickel. Then

$$
x=\frac{0.34}{1.7}=0.200 .
$$

The series for $E_1$ from the first half gives

$$
E_1(0.2)=-0.5772+1.6094+0.2000-0.0100+0.0004=1.2226 .
$$

With $e^{-0.2}=0.8187$ the recurrence yields

$$
E_2=0.8187-0.2\times1.2226=0.5742,
$$

$$
T=0.8187-0.2\times0.5742=0.7039 .
$$

The grain passes 70.4 % of its core signal, whereas a flat plate with the same film, viewed along its normal, passes 81.9 %. The planar equation gives

$$
t_p=-1.7\ln(0.7039)=0.597\ \text{nm},\qquad \frac{t_p}{t}=1.76 .
$$

One layer is reported as 1.76 layers, which would be rounded to two. Even for a single atomic layer the factor is well short of its limit. The first correction in the small-$x$ formula would give $2+0.2(-1.609+0.577+0.5)=1.89$, so at this thickness the full function is needed.

The correct thickness follows from solving $2E_3(x)=T$ for $x$. Newton's method uses the slope $T'(x)=-2E_2(x)$:

$$
x_{\text{new}}=x+\frac{2E_3(x)-T}{2E_2(x)} .
$$

Because $F<2$, the starting value $x=-\tfrac12\ln T$ lies below the solution. The function $2E_3$ is decreasing and convex, so its tangent at a point below the solution meets the level $T$ at or before the solution. The steps therefore approach it from below without overshooting. Here the start is $x=0.1756$, where $2E_3=0.7327$ and $2E_2=1.2106$. One step gives $0.1756+0.0288/1.2106=0.199$, already within one per cent of 0.200.

The transmission can also be obtained without the flat-slab construction, by integrating over emission points throughout the core, with each path found from the intersection of a ray with the two spherical surfaces. For a sphere of radius $10^5$ nm with the same $t$, $L$ and $L_c$, this integration gives $T=0.70389$, and inversion of $2E_3$ returns 0.3400 nm.

A measurement can instead use the ratio of a shell line to a core line. The bare sphere then need not be measured, provided that the intensity ratio of the two lines from the thick pure materials is known for the same angle between X-rays and analyser. Let $L_1$ be the attenuation length of the shell line in the shell. A ray that leaves the core at $\mu$ collects shell emission over the length $t/\mu$, in proportion to

$$
\int_0^{t/\mu}e^{-s/L_1}\,ds=L_1\left(1-e^{-t/(L_1\mu)}\right).
$$

Average this over the disc and divide by $L_1$, the value for a very thick shell. The normalized shell signal is

$$
S=\int_0^1 2\mu\left(1-e^{-t/(L_1\mu)}\right)d\mu=1-2E_3(t/L_1).
$$

Rays that pass through the shell but miss the core have been left out. They occupy an area of about $2\pi Rt$, and none can carry more than $L_1$ in these units. The signal that is kept is $\pi R^2L_1S$, so the omitted part is at most about $2t/(RS)$ of it. For a thin shell $S\simeq2t/L_1$ and this is $L_1/R$; for a thick shell it approaches $2t/R$. For the nickel grain, with the value of $L_1$ used below, it is about 0.34 %.

The normalized intensity ratio of the sphere is $A=S/T$. The planar equation sets it equal to the corresponding ratio for a plate:

$$
A=\frac{1-2E_3(t/L_1)}{2E_3(t/L)}=\left(1-e^{-t_p/L_1}\right)e^{t_p/L}.
$$

For a thin shell the left side is $2t/L_1$ to leading order, and the right side is $t_p/L_1$. Thus $t_p\to2t$ again, even if the two attenuation lengths differ. If they are equal, the left side is $(1-T)/T$ and the right side is $e^{t_p/L}-1$. Adding 1 to both gives $e^{t_p/L}=1/T$, which is the core-only equation.

For the carbon line take $L_1=2.8$ nm. The argument is $t/L_1=0.1214$, for which $2E_3=0.8024$, and

$$
A=\frac{1-0.8024}{0.7039}=0.281 .
$$

Solving the planar equation for this ratio gives $t_p=0.611$ nm, a factor of 1.80. In this example the two-line equation does slightly worse than the core line alone.

How large must the sphere be for these formulas? Let a ray leave the core at $R\mathbf n$ and travel a distance $s$ to the outer surface. The condition $|R\mathbf n+s\mathbf a|^2=(R+t)^2$ becomes $s^2+2R\mu s=2Rt+t^2$, whose positive root is

$$
s=-\mu R+\sqrt{\mu^2R^2+2Rt+t^2}.
$$

The flat-slab path $t/\mu$ grows without limit at the rim, but the true path stops at $\sqrt{2Rt+t^2}$, here 26.1 nm. Away from the rim, expand the root to second order in $(2Rt+t^2)/(\mu^2R^2)$ and keep terms up to $1/R$:

$$
s\simeq\frac t\mu-\frac{t^2}{2R}\left(\frac1{\mu^3}-\frac1\mu\right).
$$

The shorter path raises the transmission. Expanding the exponential to first order in the correction gives a change

$$
\Delta T=\int_0^12\mu e^{-x/\mu}\,\frac{xt}{2R}\left(\frac1{\mu^3}-\frac1\mu\right)d\mu
=\frac{xt}{R}\left[\int_0^1\frac{e^{-x/\mu}}{\mu^2}d\mu-\int_0^1e^{-x/\mu}d\mu\right].
$$

With $u=1/\mu$ the first integral is $\int_1^\infty e^{-xu}du=e^{-x}/x$, and the second is $E_2$. Therefore

$$
\Delta T=\frac tR\left(e^{-x}-xE_2\right)=\frac tR\,2E_3(x),
$$

so curvature multiplies the transmission by $1+t/R$ at leading order. This requires the rays for which the expansion fails, those with $\mu$ up to about $\sqrt{2t/R}$, to be dark already. Their paths are of order $\sqrt{2Rt}$, so the condition is $\sqrt{2Rt}\gg L$. For the nickel grain 26.1 nm stands against 1.7 nm. The exact path gives a relative increase of $T$ by 0.0339 %, compared with $t/R=0.0340$ %. Curvature can be ignored here.

The X-ray shadow is a larger matter. A rough attenuation length of the X-rays in nickel is 300 nm, so the diameter of the grain is 6.7 such lengths. If the source stands at an angle $\delta$ from the analyser axis, with $\delta\le90^\circ$, part of the visible face is dark. Treat the grain as opaque, with a sharp edge to the shadow. The surface that is both lit and visible is a lune, bounded by two great half-circles that enclose the angle $\pi-\delta$. A full turn of $2\pi$ would cover the solid angle $4\pi$, so the lune covers $2(\pi-\delta)$.

Its projection towards the analyser consists of two parts. One is half of the unit disc, with area $\pi/2$. The other is half of the ellipse into which the shadow edge projects. This ellipse has semi-axes 1 and $\cos\delta$, so its half has area $(\pi/2)\cos\delta$. As for the full hemisphere, the thin-shell factor is the true area divided by the projected area:

$$
F_0(\delta)=\frac{2(\pi-\delta)}{\frac{\pi}{2}(1+\cos\delta)}
=\frac{4(\pi-\delta)}{\pi(1+\cos\delta)} .
$$

It equals 2 at $\delta=0$, as it must. For $\delta=55^\circ=0.960$ rad it is $4\times2.182/(\pi\times1.574)=1.765$. The shadow has removed one side of the rim, where the paths are long.

For the film of the example, with the bare grain measured in the same geometry, the shadow raises the transmission from 0.704 to 0.727. The planar thickness becomes 0.542 nm. The formula $2E_3$, which assumes even illumination, returns 0.307 nm, about 10 % below the true 0.34 nm. The sharp edge slightly exaggerates this error: some X-rays pass through the grain close to the edge of the shadow, and with an attenuation length of 300 nm they reduce it to about 8 %. A large sphere that is opaque to the X-rays and lit by an oblique source thus needs the average over its lune in place of $2E_3$.

Elastic scattering has also been neglected. It can be sized with a simple transport model, in which each collision either removes the electron from the line or sends it in a random direction. The probability of the second outcome, the albedo $\omega$, is taken roughly as 0.10 in the shell and 0.25 in the core. Let $\tau$ be the depth below the outer surface, measured in mean free paths between collisions, and let the film have thickness 0.200 in this measure. Because paths can be reversed, one may send rays in from the analyser and ask how strongly they illuminate each depth. Their fluence $\phi$ obeys

$$
\phi(\tau)=\phi_0(\tau)+\frac12\int_0^\infty E_1(|\tau-\tau'|)\,\omega(\tau')\,\phi(\tau')\,d\tau' .
$$

The first term is the unscattered part, and the integral collects electrons scattered at other depths. For a plate viewed along its normal $\phi_0=e^{-\tau}$. For the sphere a ray at $\mu$ carries weight $2\mu\,d\mu$ and spends a length $1/\mu$ per unit depth, so $\phi_0=2E_2(\tau)$. Photoemission is taken as isotropic here, because its anisotropy no longer cancels once electrons change direction. The core signal is then proportional to the integral of $\phi$ over the core.

With the bare core as reference in each geometry, the solution gives transmissions of 0.717 for the sphere and 0.826 for the plate. Suppose $L$ is calibrated with the same film on the plate, so that scattering is partly absorbed into it. The planar factor is then $\ln(0.717)/\ln(0.826)=1.74$, close to the straight-line value of 1.76. The formula $2E_3$ with this calibration returns 0.985 of the true thickness, an error of 1.5 %. These figures size the effect; isotropic scattering with rough albedos is not a detailed description of carbon or nickel.

Set beside a real coated nickel powder, the grain size and attenuation lengths used here are plausible round values, but a perfect sphere with one unbroken layer is an idealization. An error in $L$ passes in full to the thickness, since $t=Lx$: if $L$ is 10 % too large, so is $t$. Carbon contamination on top of the graphene attenuates the nickel line in the same way, and if it has the same $L$ its thickness is simply added to the result. Gaps in the layer act in the other direction. If 20 % of the surface is bare, with gaps spread evenly over the sphere, the transmission is $0.2+0.8\times0.704=0.763$. Inverting $2E_3$ then gives about 0.26 nm, slightly less than the area average of 0.27 nm. Roughness, shadowing by neighbouring grains and the atomic structure of the layer are outside all these estimates. For counting layers on such a powder the spherical formula alone is therefore not enough: the result also depends on the calibration of $L$, on contamination and gaps, and on the source angle. The main values for the example are collected in the numerical output below.

## Calculated quantities

```
INPUTS (rough typical values)
nickel sphere radius: 1000 nm
one graphene layer, thickness t: 0.34 nm
nickel line in carbon, L: 1.7 nm
carbon line in carbon, L_shell: 2.8 nm
nickel line in nickel, L_core: 1.1 nm
PLANAR OVERESTIMATE t_planar/t (dimensionless)
t/L = 0.001: T = 0.99801, factor = 1.9942
t/L = 0.01: T = 0.98055, factor = 1.9638
t/L = 0.1: T = 0.83258, factor = 1.8322
t/L = 0.5: T = 0.44321, factor = 1.6274
t/L = 1: T = 0.21938, factor = 1.5169
t/L = 3: T = 0.017861, factor = 1.3417
t/L = 10: T = 7.0975e-06, factor = 1.1856
EXAMPLE
t/L: 0.200
core transmission 2E3: 0.70389
transmission by volume integration: 0.70389
transmission of same film on a plate: 0.81873
planar thickness, core line only: 0.597 nm
planar thickness / t: 1.756
planar thickness, two lines: 0.611 nm
two-line planar thickness / t: 1.796
thickness from volume T by 2E3: 0.3400 nm
NEGLECTED: CURVATURE
relative change of T: 0.0339 %
t/R: 0.0340 %
longest shell path: 26.1 nm
NEGLECTED: X-RAY SHADOW
X-ray attenuation length in nickel: 300 nm
sphere diameter / that length: 6.7
source angle from analyser: 55 degrees
thin-shell factor with shadow: 1.7653
transmission with shadow: 0.72693
planar thickness: 0.542 nm
2E3 thickness: 0.307 nm
NEGLECTED: ELASTIC SCATTERING (isotropic model)
albedo of shell: 0.10; of core: 0.25
transmission, sphere: 0.71729
transmission, plate: 0.82587
planar factor, L calibrated on plate: 1.737
2E3 thickness / t, same calibration: 0.985
```
